# Nonadiabatic Born charges of a clean metal sum to its Drude count

## 1. The question

In a gate stack, an oxide with polar phonons touches a metal electrode whose ions vibrate too. In the oxide, a moving ion carries a Born charge: the dipole it creates per unit displacement. If all the ions of an insulating cell move together, the electrons move with them, no dipole appears, and the Born charges add to zero.

In a metal some electrons are free to stay behind. Shake the whole lattice of a free-electron metal: the ions oscillate, the electrons do not, and the dipole per cell is that of all the ionic charge. A real band structure lies between these cases. These notes show that the sum of the Born charges then equals the Drude weight, written as a number of electrons per cell, and find the conditions for this.

## 2. Model and definitions

Electrons have charge \(-e\) and bare mass \(m\). The crystal has \(N_c\) cells of volume \(\Omega\), each neutral, with \(N=\sum_\kappa Z^{\rm ion}_\kappa\) electrons. The Hamiltonian is

\[
H=\sum_i\frac{\mathbf p_i^2}{2m}+\sum_{i,l,\kappa}V_\kappa(\mathbf r_i-\mathbf R_{l\kappa}-\mathbf u_\kappa)+U_{ee}.
\]

Here \(l\) labels cells and \(\kappa\) sublattices. Three assumptions enter:

- each \(V_\kappa\) is local, a function of position alone;
- \(U_{ee}\) depends only on differences of electron positions;
- the unperturbed crystal has time-reversal symmetry, and spin-orbit coupling is left out.

Sublattice \(\kappa\) moves uniformly as \(\mathbf u_\kappa e^{-i\omega t}\), with the macroscopic electric field held at zero. The frequency carries a small positive imaginary part. The Born charge \(Z_{\kappa,\alpha\beta}(\omega)\) is the cell dipole along \(\alpha\) divided by \(e\,u_{\kappa\beta}\), and the dipole is defined by its time derivative, the cell current.

Uniform motion means that the wavevector \(q\) went to zero first. The order matters because an intraband transition from \(\mathbf k\) to \(\mathbf k+\mathbf q\) carries the factor

\[
\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}+\hbar\omega}
\simeq\frac{-f'\,\hbar\,\mathbf v\cdot\mathbf q}{\hbar\omega-\hbar\,\mathbf v\cdot\mathbf q}.
\]

It vanishes for \(vq\ll\omega\), but tends to \(f'\) for \(\omega\ll vq\), where electrons have time to rearrange in space. The first regime is the nonadiabatic one treated here.

## 3. One Born charge from linear response

Let \(W_{\kappa\beta}=\partial H/\partial u_{\kappa\beta}\) and let \(\mathbf P=\sum_i\mathbf p_i\). For a perturbation \(B\,e^{-i\omega t}\), the first-order equation for the density matrix is

\[
\hbar\omega\,\delta\rho_{mn}=(E_m-E_n)\,\delta\rho_{mn}+(f_n-f_m)B_{mn},
\]

where \(f_n\) is the weight of the many-electron state \(n\). Solving for \(\delta\rho_{mn}\) and forming \(\sum_{nm}A_{nm}\delta\rho_{mn}\) gives

\[
\chi_{AB}(\omega)=\sum_{nm}\frac{(f_n-f_m)A_{nm}B_{mn}}{E_n-E_m+\hbar\omega}.
\]

The electronic cell current is \(-e\langle P_\alpha\rangle/(mN_c)\), and it equals \(-i\omega\) times the electronic dipole. The dipole is therefore \(e\,\delta\langle P_\alpha\rangle/(i\omega mN_c)\), and

\[
Z_{\kappa,\alpha\beta}(\omega)=Z_\kappa^{\rm ion}\delta_{\alpha\beta}+\frac{\chi_{P_\alpha W_{\kappa\beta}}(\omega)}{i\omega\,mN_c}. \tag{1}
\]

The factor \(1/\omega\) is harmless. Write \(\Delta=E_n-E_m\) and split

\[
\frac1{\Delta+\hbar\omega}=\frac1\Delta-\frac{\hbar\omega}{\Delta(\Delta+\hbar\omega)}.
\]

By time reversal the eigenfunctions can be chosen real. Then \(P_{nm}\) is imaginary and antisymmetric, while \(W_{mn}\) is real and symmetric. Since \((f_n-f_m)/\Delta\) is symmetric, the first part sums to zero: a static displacement drives no current. The second part gives, using \(-\hbar\omega/(i\omega)=i\hbar\),

\[
Z_{\kappa,\alpha\beta}(\omega\to0)=Z^{\rm ion}_\kappa\delta_{\alpha\beta}+\frac{i\hbar}{mN_c}\sum_{nm}\frac{(f_n-f_m)(P_\alpha)_{nm}(W_{\kappa\beta})_{mn}}{(E_n-E_m)^2}. \tag{2}
\]

This limit requires \(\hbar\omega\) to be small against the transitions that contribute. For independent electrons in a perfect crystal these are vertical interband transitions; \(n,m\) then become band states at the same \(\mathbf k\).

Formula (2) was compared with its definition in the chain model of section 7, by moving one sublattice in real time by \(5\times10^{-4}\) nm over 12 fs and integrating the current. On a coarse mesh of eight \(k\) points, the electronic parts were \(+0.1278\) and \(-1.0813\) for ions A and B; formula (2) on the same mesh gave \(+0.1278\) and \(-1.0841\). The larger difference is 0.3% of the charge concerned.

## 4. Adding the sublattices

Moving all sublattices together translates the whole potential \(V\), so

\[
\sum_\kappa W_{\kappa\beta}=-\sum_i\partial_{i\beta}V=\frac1{i\hbar}[P_\beta,V]=\frac1{i\hbar}[P_\beta,H].
\]

The middle equality follows from \([p_\beta,V]=-i\hbar\,\partial_\beta V\), which needs a local \(V\). The last holds because \(\mathbf P\) commutes with the kinetic energy and with \(U_{ee}\). Between eigenstates,

\[
\sum_\kappa(W_{\kappa\beta})_{mn}=\frac{(P_\beta)_{mn}(E_n-E_m)}{i\hbar}.
\]

Insert this in (1). The prefactor is \(1/(i\omega\cdot i\hbar)=-1/(\hbar\omega)\), and hence

\[
\sum_\kappa Z_{\kappa,\alpha\beta}=N\delta_{\alpha\beta}-\frac1{\hbar\omega mN_c}\sum_{nm}(f_n-f_m)(P_\alpha)_{nm}(P_\beta)_{mn}\left[1-\frac{\hbar\omega}{\Delta+\hbar\omega}\right].
\]

The term with 1 is \(\sum_nf_n([P_\alpha,P_\beta])_{nn}=0\), after exchanging the labels in the \(f_m\) part. What remains is

\[
S_{\alpha\beta}(\omega)\equiv\sum_\kappa Z_{\kappa,\alpha\beta}(\omega)=N\delta_{\alpha\beta}+\frac{\chi_{P_\alpha P_\beta}(\omega)}{mN_c}. \tag{3}
\]

## 5. The same bracket is the conductivity

Hold the ions fixed and apply a uniform field \(\mathbf E=-\dot{\mathbf A}=i\omega\mathbf A\). The kinetic energy becomes \((\mathbf p+e\mathbf A)^2/2m\), so the perturbation is \((e/m)\mathbf P\cdot\mathbf A\), and the velocity operator gains \(e\mathbf A/m\). The current density is

\[
j_\alpha=-\frac{e}{m\Omega N_c}\left[\frac em\chi_{P_\alpha P_\beta}+NN_c\,e\,\delta_{\alpha\beta}\right]A_\beta
=-\frac{e^2}{m\Omega}S_{\alpha\beta}\frac{E_\beta}{i\omega}.
\]

Thus \(\sigma_{\alpha\beta}=ie^2S_{\alpha\beta}/(m\omega\Omega)\), or

\[
\boxed{\;\sum_\kappa Z_{\kappa,\alpha\beta}(\omega)=-\,\frac{i\omega\,m\,\Omega}{e^2}\,\sigma_{\alpha\beta}(\omega)\;} \tag{4}
\]

Within the assumptions of section 2 this holds at every frequency. A clean metal has \(\sigma\to(D/\pi)\,i/(\omega+i0)\) at low frequency. The real part of this is \(D\,\delta(\omega)\), so \(D\) is the Drude weight. The product \(-i\cdot i\) is 1, and

\[
\sum_\kappa Z_{\kappa,\alpha\beta}(\omega\to0)=N_{D,\alpha\beta},\qquad N_{D,\alpha\beta}=\frac{m\,\Omega\,D_{\alpha\beta}}{\pi e^2}. \tag{5}
\]

For free electrons \(D=\pi Ne^2/(m\Omega)\), so \(N_D=N\). For an insulator \(D=0\), and the familiar zero returns.

**Link to the permittivity.** The clamped-ion permittivity obeys \(\sigma=-i\varepsilon_0\omega(\varepsilon_{\rm el}-1)\). Put into (4), this gives, for one principal direction,

\[
S(\omega)=-\frac{\omega^2}{\omega_1^2}\,[\varepsilon_{\rm el}(\omega)-1],\qquad \omega_1^2=\frac{e^2}{\varepsilon_0m\Omega}. \tag{6}
\]

In an insulator \(\varepsilon_{\rm el}\) is finite, and \(S\) vanishes as \(\omega^2\). In a clean metal \(\varepsilon_{\rm el}\) diverges as \(-N_D\omega_1^2/\omega^2\), and \(S\) stays finite. The failure of the insulating sum rule and the \(1/\omega^2\) divergence of the clean electronic permittivity are one fact. A weaker divergence, as \(1/\omega\), lets \(S\) vanish at low frequency; section 8 shows this case.

**Lattice frame.** Seen from the moving lattice, each electron feels the inertial force \(-m\ddot{\mathbf u}\), as if a field \(m\ddot{\mathbf u}/e\) acted on it. The current is \(\sigma m\ddot u/e=-\omega^2\sigma mu/e\). Because the cell is neutral, the total current is the same in the laboratory. Dividing by \(-i\omega\) and multiplying by \(\Omega/(eu)\) reproduces (4).

**Force on the ions.** Apply a field \(E\) to a clean metal. Its current grows as \(dj/dt=(D/\pi)E\), so the electron momentum per cell, \(-m\Omega j/e\), changes at the rate \(-eN_DE\). A neutral cell feels no net external force; the ions must therefore receive \(+eN_DE\). In a steady direct current the electron momentum is constant, and this net force is zero.

## 6. Drude count from the bands

For independent electrons, shift \(\mathbf k\) by \(\mathbf q\). The Bloch Hamiltonian gains \(\hbar\mathbf q\cdot\mathbf p/m+\hbar^2q^2/2m\), and second-order perturbation theory gives

\[
\frac{m}{\hbar^2}\frac{\partial^2\varepsilon_n}{\partial k_\alpha\partial k_\beta}=\delta_{\alpha\beta}+\frac1m\sum_{m'\ne n}\frac{(p_\alpha)_{nm'}(p_\beta)_{m'n}+(p_\beta)_{nm'}(p_\alpha)_{m'n}}{\varepsilon_n-\varepsilon_{m'}}.
\]

Multiply by \(f_n\), and sum over bands, spin and the zone. Exchanging labels in the second product turns \(f_n\) into \(f_n-f_{m'}\), which is the \(\omega\to0\) form of (3). With \(\langle\cdot\rangle\) the zone average,

\[
N_{D,\alpha\beta}=\frac{m}{\hbar^2}\Big\langle2\sum_nf_n\frac{\partial^2\varepsilon_n}{\partial k_\alpha\partial k_\beta}\Big\rangle
=m\Big\langle2\sum_n\Big(-\frac{\partial f}{\partial\varepsilon}\Big)v_{n\alpha}v_{n\beta}\Big\rangle. \tag{7}
\]

The second form follows by integration by parts; the boundary terms cancel because the bands are periodic. Equation (2) sums over interband transitions, whereas (7) sees the Fermi surface alone. Full bands drop out of (7).

The tensor form was tested on an oblique two-dimensional crystal: cell vectors (0.42, 0) and (0.12, 0.38) nm, two Gaussian wells (depths 12 and 20 eV, widths 0.07 and 0.06 nm, at fractional positions (0, 0) and (0.35, 0.2)), three electrons per cell and \(k_BT=0.5\) eV. The Born sum and the Fermi-surface expression both gave \(xx=1.1242\), \(xy=yx=-0.0218\), \(yy=0.1916\).

With interactions, the analogue of (7) at zero temperature is the curvature of the ground-state energy when every electron momentum is shifted by \(\hbar q\): second-order perturbation theory yields the bracket (3) again, multiplied by \(\hbar^2N_c/m\). Two electrons on a ring of one period test this identity, though so small a ring is not a metal. Without repulsion the Born sum was 0.9935 and the curvature count 0.9935. With a repulsion \(U\cos[2\pi(x_1-x_2)/a]\), \(U=6\) eV, both were 1.6673. The interaction changes the value and leaves the equality intact.

## 7. A worked chain metal

Take parallel chains of period \(a=0.42\) nm, each with cross-section 0.045 nm², so \(\Omega=0.0189\) nm³. Electrons move along the chains and do not interact. Each cell has two Gaussian wells:

- ion A: charge \(+1\), depth 8 eV, width 0.06 nm, at \(x=0\);
- ion B: charge \(+2\), depth 18 eV, width 0.05 nm, at \(x=0.21\) nm.

Three electrons fill one band and half of the next, which is 3.14 eV wide. At 300 K, equation (2) gives

\[
Z_A=1+0.1247=1.1247,\qquad Z_B=2-1.1031=0.8969,
\]
\[
Z_A+Z_B=2.0216 .
\]

The Fermi-surface integral (7), from numerical band slopes, gives \(N_D=2.0216\) as well. Halving the \(k\) mesh or reducing the plane waves from 21 to 15 moves the sum by less than \(10^{-8}\).

The electronic part for ion A is positive: when A moves alone, the electronic centre of charge moves the opposite way. When both ions move, the electrons follow with total weight \(3-2.0216=0.978\), so their centre moves by \(0.978/3=0.33\) of the lattice displacement. With two electrons per cell, a filled band, and the total ionic charge reduced to \(+2\) to keep the cell neutral, the sum is zero to within \(10^{-13}\).

At low temperature, (7) in one dimension becomes \(N_D=2mav_F/(\pi\hbar)\), since each of the two Fermi points contributes \(v_F/\hbar\) to the \(k\) integral. Free electrons with \(k_F=3\pi/2a\) give 3, as they must. Here the Fermi velocity is \(2.02/3=0.67\) of the free value.

**Finite frequency.** At a phonon energy of 65 meV the sum is lower than its slow limit by \(3.5\times10^{-5}\); at 1 eV it is 2.0132, lower by 0.0083. The ratio is near \((1/0.065)^2=237\), the \(\omega^2\) law that (6) gives for interband polarization. With \((\hbar\omega_1)^2=12.144^2/2.0216=73\) eV², the drop at 1 eV corresponds to an interband susceptibility of \(0.0083\times73=0.6\).

At very high frequency, \(\chi_{PW}\) falls as \(1/\omega\), so the electronic part of (1) falls as \(1/\omega^2\) and each charge tends to that of its ion. At 2000 eV the charges are 1.0000 and 2.0001.

**Permittivity.** The Drude density is \(2.0216/0.0189=107\) nm\(^{-3}\), or \(1.07\times10^{23}\) cm\(^{-3}\), and the plasma energy is 12.14 eV. At 65 meV the clean Drude permittivity is \(1-(12.144/0.065)^2=-3.5\times10^4\), beside which the interband 0.6 is negligible.

## 8. Scattering and the return to zero

Let \(y\) be the drift \(\hbar q/m\) of the occupations in the lattice frame, relaxing towards the lattice at rate \(1/\tau\). A small rigid shift of the occupations carries the electron flow \(N_Dy\) per cell, by the first form of (7). The inertial force gives

\[
\dot y=-\ddot u-\frac y\tau\quad\Rightarrow\quad y=\frac{\omega^2\tau\,u}{1-i\omega\tau}.
\]

The cell current is \(-eN_Dy\). Dividing by \(-i\omega eu\) gives

\[
S=\frac{N_Dy}{i\omega u}=\frac{N_D\,\omega\tau}{i+\omega\tau}=\frac{N_D}{1+i/(\omega\tau)}. \tag{8}
\]

The Drude count survives for \(\omega\tau\gg1\). For \(\omega\tau\ll1\) the sum is \(-iN_D\omega\tau\), which vanishes at low frequency.

The damping follows from the dc resistivity \(\rho\) through \(1/\tau=\varepsilon_0\rho\,\omega_p^2\), where \(\omega_p\) is the Drude plasma frequency. At 65 meV:

- \(\rho=20\) µΩ cm: \(\hbar/\tau=0.40\) eV, \(\omega\tau=0.16\), \(S=0.053-0.32i\), modulus 0.33;
- \(\rho=200\) µΩ cm: \(\hbar/\tau=4.0\) eV, \(\omega\tau=0.016\), modulus 0.033.

In the second case \(\hbar/\tau\) exceeds the width of the conduction band, so the drift picture is outside its regime. The modulus is still what (4) gives if \(\sigma\) keeps its dc value at the phonon frequency: \(|S|=\omega m\Omega/(e^2\rho)\), with no band parameter in it.

## 9. Nonlocal ion potentials

If the potential contains a nonlocal part \(V_{\rm nl}\), the velocity is \(\mathbf p/m+(i/\hbar)[V_{\rm nl},\mathbf r]\). Translation still produces the commutator with \(\mathbf P\), but the current is no longer \(-e\mathbf P/m\), and the step from (1) to (3) fails.

As an example, ion A receives a repulsive separable term of strength 4 eV with a Gaussian projector of width 0.05 nm, carried rigidly with the ion. The Born sum is then 1.958 and the Drude count 1.744. The mismatch is 0.21, or 12% of the Drude count. For metals, calculations with nonlocal pseudopotentials should therefore not expect exact agreement from this simple response formula. In an insulator the slow sum is still zero, because the electrons follow a slow rigid translation of the whole crystal.

## 10. Beside a real gate electrode

The cell volume and phonon energy are roughly those of titanium nitride, which is used as a gate metal, and film resistivities of tens to hundreds of µΩ cm are typical in rough terms. The potentials are chosen, and the chain is not a calculation of that cubic material. Nominal valence counting leaves about one conduction electron per formula unit, so a Drude count of 2.0 and a plasma energy of 12 eV are probably high; a count of one in the same volume would give \(12.1/\sqrt{2.02}=8.5\) eV.

Such films are not clean: at 65 meV, scattering lowers the modulus of the sum from 2.0 to 0.33 or 0.03. Heating the electrons from 300 to 600 K, with the lattice and \(\tau\) left out of account, changes the clean sum by only \(-0.0016\).

Zero macroscopic field is a second condition. For motion normal to a thin film, surface charge builds up a field, and in a local macroscopic picture the dipole per cell is \(S/\varepsilon_{\rm el}\) instead of \(S\). Since \(|\varepsilon_{\rm el}|\gg1\), equation (6) gives \(|S/\varepsilon_{\rm el}|\approx\omega^2/\omega_1^2=0.065^2/73\approx6\times10^{-5}\) at 65 meV, clean or not. The values above apply only where the field is zero.

Uniformity is a third condition. From the Fermi velocity above, \(\hbar v_F\approx0.58\) eV nm, so \(vq\ll\omega\) at 65 meV requires \(q\ll0.11\) nm\(^{-1}\), a wavelength well above 56 nm. Clean motion that varies across an electrode a few nanometres thick would not meet it. This criterion is for clean electrons. At the resistivities of section 8 the mean free path \(v_F\tau\) of the chain is about 1.5 nm or less (about twice that for a Drude count of one at the same velocity), and the condition on \(q\) must then be worked out with scattering included. Hopping between chains, electron interactions and the possible distortion of a one-dimensional metal are also left out, and their effect on the number is not estimated here. The full set of values is in the numerical output below.

## Computed values

```
period 0.42 nm, chain area 0.045 nm^2, volume 0.0189 nm^3
ion A: charge +1 e, depth 8.0 eV, width 0.06 nm, site 0.0 nm
ion B: charge +2 e, depth 18.0 eV, width 0.05 nm, site 0.21 nm
electrons per cell 3, temperature 300 K
phonon energy 65 meV
width of band 2: 3.138 eV
smallest vertical gap, bands 1-2: 5.406 eV
smallest vertical gap, bands 2-3: 3.291 eV
electronic part, ion A: +0.12468 e
Born charge, ion A: +1.12468 e
electronic part, ion B: -1.10313 e
Born charge, ion B: +0.89687 e
sum of Born charges: 2.021553 e
Drude count from Fermi surface: 2.021553 electrons per cell
shift of sum, k mesh 600 to 300: 2.3e-10 e
shift of sum, plane waves 21 to 15: 3.6e-09 e
sum for filled band (2 electrons): 3.8e-14 e
8-point mesh, ion A, electronic: moved in time +0.1278 e, formula +0.1278 e
8-point mesh, ion B, electronic: moved in time -1.0813 e, formula -1.0841 e
sum at phonon energy: 2.021519 e
sum at 1 eV: 2.01324 e
charges at 2000 eV: A 1.0000 e, B 2.0001 e
oblique 2D Born sum: xx 1.1242, xy -0.0218, yx -0.0218, yy 0.1916
oblique 2D Drude: xx 1.1242, xy -0.0218, yx -0.0218, yy 0.1916
ring, repulsion 0 eV: Born sum 0.99350 e, energy curvature count 0.99349
ring, repulsion 6 eV: Born sum 1.66725 e, energy curvature count 1.66725
nonlocal 4 eV, width 0.05 nm: Born sum 1.9576 e, Drude count 1.7436
count from rigid occupation shift: 2.02155
Drude density 1.070e+23 cm^-3
Drude plasma energy 12.144 eV
clean Drude permittivity at phonon energy -3.491e+04
film 20 uOhm cm: hbar/tau 0.397 eV, omega*tau 0.1638
  damped sum: real 0.0528 e, imaginary -0.3225 e, modulus 0.3268 e
film 200 uOhm cm: hbar/tau 3.968 eV, omega*tau 0.0164
  damped sum: real 0.0005 e, imaginary -0.0331 e, modulus 0.0331 e
shift of sum from finite phonon energy -3.47e-05 e
shift of sum from 300 K to 600 K -1.56e-03 e
```
